# Partial-wave cutoff and the cost of full multiple scattering: verification in Python

```python
# Result under test: a muffin-tin sphere of radius R scatters partial waves
# up to about l = k R (plus a narrow edge, and a low-energy resonance floor);
# dense full multiple scattering then costs (8/3) N^3 real operations with
# N = atoms * (lmax+1)^2, i.e. cluster radius^9 * energy^3 asymptotically.
# U = 2mV/hbar^2 = -(2Z/a0) exp(-r/a)/r for r < R, zero outside.
# jh = x j_l(x), yh = -x y_l(x); delta_l = phase shift; lengths in angstrom.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import (spherical_jn, spherical_yn, jv, airy,
                           eval_legendre)

Z, SCREEN, R = 29, 0.25, 1.3
D = 2 * R
A0 = sc.physical_constants["Bohr radius"][0] * 1e10
STRENGTH = 2 * Z / A0
EV_PER_K2 = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e20


def potential(r, a=SCREEN):
    return -STRENGTH * np.exp(-r / a) / r


def free_waves(l, x):
    j, y = spherical_jn(l, x), spherical_yn(l, x)
    dj = spherical_jn(l, x, derivative=True)
    dy = spherical_yn(l, x, derivative=True)
    return x * j, -x * y, j + x * dj, -y - x * dy


def log_derivative(k, l, a=SCREEN, steps=5000):
    """u'/u at R and number of nodes inside R, by Numerov in ln r."""
    k, l, a = np.broadcast_arrays(np.asarray(k, float), l, a)
    nu2 = (l + 0.5)**2
    h = np.log(R / 1e-6) / steps
    radii = 1e-6 * np.exp(h * np.arange(steps + 2))

    def q(n):
        r = radii[n]
        return nu2 - r * r * (k * k - potential(r, a))

    ratio = np.exp((l + 0.5) * h)
    nodes_inside = np.zeros(k.shape, int)
    for n in range(1, steps + 1):
        f = 1 - h * h * q(n) / 12
        previous = ratio
        nodes_inside = nodes_inside + (previous < 0)
        ratio = 12 / f - 10 - 1 / previous
    qm, q0, qp = q(steps - 1), q(steps), q(steps + 1)
    fm, f0, fp = [1 - h * h * v / 12 for v in (qm, q0, qp)]
    yp, ym = ratio * f0 / fp, f0 / (previous * fm)
    slope = (yp - ym) / (2 * h) - h / 12 * (qp * yp - qm * ym)
    return (0.5 + slope) / R, nodes_inside


def match(gamma, k, l):
    """tan(delta) from the logarithmic derivative gamma at R."""
    jh, yh, djh, dyh = free_waves(l, k * R)
    return (gamma * jh - k * djh) / (k * dyh - gamma * yh)


def tan_delta(k, l, a=SCREEN):
    return match(log_derivative(k, l, a)[0], k, l)


# Phase shifts checked by the variable-phase equation
for k, l, start in ((5.0, 0, 1e-6), (10.0, 3, 1e-3)):
    def phase_rate(r, d):
        jh = k * r * spherical_jn(l, k * r)
        yh = -k * r * spherical_yn(l, k * r)
        return -potential(r) / k * (jh * np.cos(d) + yh * np.sin(d))**2
    sol = solve_ivp(phase_rate, (start, R), [0.0], method="DOP853",
                    rtol=1e-9, atol=1e-24)
    assert sol.success
    other = np.arctan(float(tan_delta(k, l)))
    assert abs(np.sin(sol.y[0, -1] - other)) < 1e-4

print(f"Z = {Z}, screening length = {SCREEN} A, R = {R} A")
print(f"potential at R: {potential(R) * EV_PER_K2:.3f} eV")

# Rigorous large-l bound
nodes, weights = np.polynomial.legendre.leggauss(200)
rq, wq = R * (nodes + 1) / 2, R * weights / 2
for k in (10.0, 15.0):
    for l in range(22, 29):
        assert k * R < np.sqrt(l * (l + 1))
        jh, yh, _, _ = free_waves(l, k * rq)
        beta = np.sum(wq * abs(potential(rq)) * jh**2) / k
        lam = np.sum(wq * abs(potential(rq)) * jh * yh) / k
        assert lam < np.log(2)
        t = abs(float(tan_delta(k, l)))
        bound = beta * np.exp(lam) / (2 - np.exp(lam))
        assert t <= bound
    assert abs(t / beta - 1) < 0.2
    print(f"k={k:.0f}/A l={l}: |tan delta|={t:.3e}, beta={beta:.3e},"
          f" Lambda={lam:.3f}, bound={bound:.3e}")

# Width of the angular-momentum edge
x, s = 2000.0, 2.0
edge = (2 / x)**(1 / 3) * airy(2**(1 / 3) * s)[0]
assert abs(jv(x + s * x**(1 / 3), x) / edge - 1) < 0.05
z1 = brentq(lambda z: airy(z)[0] / airy(0)[0] - 0.1, 0, 5)
coefficient = z1 / 2**(1 / 3)
print(f"edge: J^2 falls to 1% at nu = x + {coefficient:.3f} x^(1/3)")
for x in (6.5, 26.0):
    exact = brentq(lambda m: jv(x + m, x) / jv(x, x) - 0.1, 0, 20)
    estimate = coefficient * x**(1 / 3)
    if x > 20:
        assert abs(estimate / exact - 1) < 0.15
    print(f"  x={x}: margin direct {exact:.2f}, Airy {estimate:.2f}")

# Straight-path phase below the edge
k, l = 20.0, 16
b = (l + 0.5) / k
path = quad(lambda z: -potential(np.hypot(b, z)), 0,
            np.sqrt(R * R - b * b))[0] / (2 * k)
direct = np.arctan(float(tan_delta(k, l)))
assert abs(path / direct - 1) < 0.10
print(f"k=20/A l=16 b={b:.3f} A: delta={direct:.5f} rad,"
      f" straight path {path:.5f} rad")

# Single-site truncation
ks = np.array([5.0, 10.0, 15.0, 20.0])
ls = np.arange(41)
tans = tan_delta(ks[:, None], ls[None, :])
needed = []
print("single site: L1 = smallest L with omitted rms amplitude < 1%")
for k, t in zip(ks, tans):
    power = (2 * ls + 1) * t**2 / (1 + t**2)
    omitted = np.array([np.sqrt(power[L + 1:].sum() / power.sum())
                        for L in ls])
    top, half = int(np.ceil(k * R)), int(k * R / 2)
    L1 = int(np.argmax(omitted < 0.01))
    needed.append(L1)
    assert omitted[top] < 0.03 and omitted[half] > 3 * omitted[top]
    assert abs(L1 - k * R) <= max(2, 0.25 * k * R)
    print(f"  k={k:.0f}/A E={EV_PER_K2*k*k:.1f} eV kR={k*R:.1f} L1={L1}"
          f" eta({half})={100*omitted[half]:.2f}%"
          f" eta({top})={100*omitted[top]:.3f}%")

# Low-energy resonance: a wave above kR can scatter at full strength.
# The inner phase grows with the screening length, so the crossing of
# delta_2 = pi/2 is bracketed by node count and logarithmic derivative.
_, yh, _, dyh = free_waves(2, R)
low_a, high_a = 0.16, 0.24
for _ in range(5):
    trial = np.linspace(low_a, high_a, 101)
    gamma, inside = log_derivative(1.0, 2, trial)
    passed = (inside > 0) | (gamma < dyh / yh)
    assert passed[-1] and not passed[0]
    first = int(np.argmax(passed))
    low_a, high_a = trial[first - 1], trial[first]
best = (low_a + high_a) / 2


def sine(t):
    return abs(t) / np.sqrt(1 + t**2)


sine_d = float(sine(tan_delta(1.0, 2, best)))
sine_f = float(sine(tan_delta(1.0, 3, best)))
assert sine_d > 0.95
assert sine_f < 0.05

# Same phase shift by direct integration in r, from the series at small r
r0, c1 = 1e-4, STRENGTH / 6
sol = solve_ivp(lambda r, u: [u[1], (6 / r**2 + potential(r, best) - 1)
                              * u[0]],
                (r0, R), [1.0, (3 - 4 * c1 * r0) / (r0 * (1 - c1 * r0))],
                method="DOP853", rtol=1e-11, atol=1e-12)
assert sol.success
sine_direct = float(sine(match(sol.y[1, -1] / sol.y[0, -1], 1.0, 2)))
assert sine_direct > 0.95

# Widths from the slope of cot(delta), then a test half a width away
dE, da = 1e-4, 1e-8
cot = 1 / tan_delta(np.sqrt(1 + np.array([-dE, dE]) / EV_PER_K2), 2, best)
width = 4 * dE / (cot[0] - cot[1])
cot = 1 / tan_delta(1.0, 2, best + np.array([-da, da]))
width_a = 4 * da / (cot[0] - cot[1])
offsets = np.array([-width / 2, width / 2, 1.0])
away = sine(tan_delta(np.sqrt(1 + offsets / EV_PER_K2), 2, best))
assert width > 0 and abs(np.mean(away[:2]**2) - 0.5) < 0.05
rr = np.linspace(1e-4, R, 20000)
allowed = np.max(rr**2 * (1 - potential(rr, best)))
assert 2.5**2 < allowed < 3.5**2
print(f"resonance: k=1/A E={EV_PER_K2:.3f} eV kR={R:.1f},"
      f" screening length={best:.6f} A")
print(f"  |sin delta_2|={sine_d:.4f} (direct {sine_direct:.4f}),"
      f" |sin delta_3|={sine_f:.2e}, max r^2(k^2-U)={allowed:.2f}")
print(f"  full width {1000*width:.3g} meV, or {width_a:.2e} A in screening"
      f" length; 1 eV above: |sin delta_2|={away[2]:.2e}")

# Full multiple scattering on a collinear chain of three touching spheres
gx, gw = np.polynomial.legendre.leggauss(80)


def translation(k, L, sign, select=True):
    """Outgoing waves re-expanded about a centre displaced along the axis.

    select sets angular integrals forbidden by parity or by the triangle
    rule exactly to zero, since large outgoing waves amplify rounding.
    """
    l, m = np.arange(L + 1), np.arange(2 * L + 1)
    row, col = l[:, None, None], l[None, :, None]
    norm = np.sqrt((2 * m + 1) / (4 * np.pi))
    harm = norm[:, None] * eval_legendre(m[:, None], gx)
    pair = harm[:L + 1, None, :] * harm[None, :L + 1, :]
    gaunt = 2 * np.pi * np.tensordot(pair * gw, harm, axes=(2, 1))
    if select:
        allowed_sum = ((row + col + m) % 2 == 0) & (m <= row + col)
        gaunt = np.where(allowed_sum & (m >= abs(row - col)), gaunt, 0.0)

    def block(distance):
        xd = k * distance
        h = spherical_jn(m, xd) + 1j * spherical_yn(m, xd)
        phase = np.array([1, 1j, -1, -1j])[(row + m - col) % 4]
        return 4 * np.pi * np.sum(
            phase * gaunt * h * norm * float(sign)**m, axis=2)
    return block


# Re-expansion compared with the displaced wave itself at one point
k, L, r, c = 5.0, 16, 0.5, 0.3
rho = np.sqrt(r * r + D * D + 2 * r * D * c)
hank = spherical_jn(1, k * rho) + 1j * spherical_yn(1, k * rho)
left = hank * np.sqrt(3 / (4 * np.pi)) * (r * c + D) / rho
l = np.arange(L + 1)
local = (spherical_jn(l, k * r) * np.sqrt((2 * l + 1) / (4 * np.pi))
         * eval_legendre(l, c))
errors = [abs(np.sum(translation(k, L, 1, select)(D)[:, 1] * local) - left)
          / abs(left) for select in (True, False)]
print(f"wave re-expansion, relative error: {errors[0]:.1e} with selection"
      f" rules, {errors[1]:.1e} without")
assert errors[0] < 1e-6


def returned_wave(k, L, t):
    n = L + 1
    A = np.zeros((3 * n, 3 * n), complex)
    forward, backward = translation(k, L, 1), translation(k, L, -1)
    for i in range(3):
        for j in range(3):
            if i != j:
                block = forward if i > j else backward
                A[i*n:(i+1)*n, j*n:(j+1)*n] = block(D * abs(i - j))
    T = np.tile(1j * t[:n] / (1 - 1j * t[:n]), 3)
    matrix = np.eye(3 * n) - A * T
    return np.linalg.solve(matrix, A[:, 1])[1], matrix


print("three-atom chain: error of wave returned to the absorber (l=1)")
for k, t in zip(ks[:3], tans[:3]):
    top, half = int(np.ceil(k * R)), int(k * R / 2)
    ref = returned_wave(k, top + 6, t)[0]
    further = returned_wave(k, top + 9, t)[0]
    assert abs(ref - further) < 0.02 * abs(ref)
    low = abs(returned_wave(k, half, t)[0] - ref) / abs(ref)
    value, matrix = returned_wave(k, top, t)
    high = abs(value - ref) / abs(ref)
    assert high < 0.10 and low > 2 * high
    print(f"  k={k:.0f}/A |a|={abs(ref):.4f} error L={half}:"
          f" {100*low:.1f}%, L={top}: {100*high:.2f}%")

# Count multiply-adds while actually factorizing the last chain matrix
upper, size = matrix.copy(), len(matrix)
lower, count = np.eye(size, dtype=complex), 0
for p in range(size - 1):
    lower[p+1:, p] = upper[p+1:, p] / upper[p, p]
    update = np.outer(lower[p+1:, p], upper[p, p:])
    upper[p+1:, p:] -= update
    count += update[:, 1:].size
assert np.max(abs(lower @ upper - matrix)) < 1e-6 * np.max(abs(matrix))
assert abs(count / (size**3 / 3) - 1) < 0.05
print(f"LU of size {size}: {count} complex multiply-adds,"
      f" N^3/3 = {size**3/3:.0f}")

# Atoms in fcc clusters, counted site by site
density = np.sqrt(2) / D**3
g = np.arange(-12, 13)
X, Y, W = np.meshgrid(g, g, g, indexing="ij")
site = (X + Y + W) % 2 == 0
dist = D / np.sqrt(2) * np.sqrt(X**2 + Y**2 + W**2)[site]
atoms = {}
print(f"fcc neighbour distance {D:.1f} A, density {density:.5f} per A^3")
for rc in (5, 10, 20):
    atoms[rc] = int(np.sum(dist <= rc))
    volume_count = 4 * np.pi / 3 * density * rc**3
    assert abs(atoms[rc] / volume_count - 1) < (0.05 if rc == 20 else 0.15)
    print(f"  Rc={rc} A: atoms {atoms[rc]}, volume rule {volume_count:.1f}")
radius_power = 3 * np.log(atoms[20] / atoms[5]) / np.log(4)
assert abs(radius_power - 9) < 0.5
print(f"cost exponent in cluster radius, 5 to 20 A: {radius_power:.2f}")

print("cost per energy, lmax = ceil(kR), complex double precision")
for rc in (5, 10):
    for k in ks:
        L = int(np.ceil(k * R))
        N = atoms[rc] * (L + 1)**2
        print(f"  Rc={rc} A k={k:.0f}/A lmax={L} N={N}"
              f" memory={16*N*N/1e9:.3g} GB ops={8*N**3/3:.3g}")
energy_power = (6 * np.log((needed[-1] + 1) / (needed[0] + 1))
                / np.log((ks[-1] / ks[0])**2))
assert 1.5 < energy_power < 3
print(f"cost exponent in energy from L1, k=5 to 20/A: {energy_power:.2f}")
for k in (5.0, 20.0):
    step = 1e-4
    slope = 6 * (np.log(k * (1 + step) * R + 1)
                 - np.log(k * (1 - step) * R + 1)) / (
        2 * np.log((1 + step) / (1 - step)))
    assert abs(slope - 3 * k * R / (k * R + 1)) < 1e-5
    print(f"  local energy exponent for lmax=kR at k={k:.0f}/A: {slope:.3f}")
print("verified")
```

Printed output:

```
Z = 29, screening length = 0.25 A, R = 1.3 A
potential at R: -1.772 eV
k=10/A l=28: |tan delta|=1.129e-17, beta=1.128e-17, Lambda=0.482, bound=4.785e-17
k=15/A l=28: |tan delta|=2.981e-09, beta=2.978e-09, Lambda=0.486, bound=1.297e-08
edge: J^2 falls to 1% at nu = x + 1.579 x^(1/3)
  x=6.5: margin direct 2.93, Airy 2.95
  x=26.0: margin direct 4.67, Airy 4.68
k=20/A l=16 b=0.825 A: delta=0.06561 rad, straight path 0.06443 rad
single site: L1 = smallest L with omitted rms amplitude < 1%
  k=5/A E=95.2 eV kR=6.5 L1=6 eta(3)=22.93% eta(7)=0.057%
  k=10/A E=381.0 eV kR=13.0 L1=11 eta(6)=21.60% eta(13)=0.088%
  k=15/A E=857.2 eV kR=19.5 L1=17 eta(9)=18.87% eta(20)=0.033%
  k=20/A E=1524.0 eV kR=26.0 L1=23 eta(13)=13.71% eta(26)=0.046%
resonance: k=1/A E=3.810 eV kR=1.3, screening length=0.198082 A
  |sin delta_2|=1.0000 (direct 1.0000), |sin delta_3|=3.84e-05, max r^2(k^2-U)=8.03
  full width 79.2 meV, or 3.58e-05 A in screening length; 1 eV above: |sin delta_2|=6.67e-02
wave re-expansion, relative error: 1.3e-12 with selection rules, 3.5e-05 without
three-atom chain: error of wave returned to the absorber (l=1)
  k=5/A |a|=0.0235 error L=3: 76.9%, L=7: 0.49%
  k=10/A |a|=0.0449 error L=6: 29.7%, L=13: 0.13%
  k=15/A |a|=0.0153 error L=9: 28.6%, L=20: 0.11%
LU of size 63: 81375 complex multiply-adds, N^3/3 = 83349
fcc neighbour distance 2.6 A, density 0.08046 per A^3
  Rc=5 A: atoms 43, volume rule 42.1
  Rc=10 A: atoms 321, volume rule 337.0
  Rc=20 A: atoms 2731, volume rule 2696.3
cost exponent in cluster radius, 5 to 20 A: 8.98
cost per energy, lmax = ceil(kR), complex double precision
  Rc=5 A k=5/A lmax=7 N=2752 memory=0.121 GB ops=5.56e+10
  Rc=5 A k=10/A lmax=13 N=8428 memory=1.14 GB ops=1.6e+12
  Rc=5 A k=15/A lmax=20 N=18963 memory=5.75 GB ops=1.82e+13
  Rc=5 A k=20/A lmax=26 N=31347 memory=15.7 GB ops=8.21e+13
  Rc=10 A k=5/A lmax=7 N=20544 memory=6.75 GB ops=2.31e+13
  Rc=10 A k=10/A lmax=13 N=62916 memory=63.3 GB ops=6.64e+14
  Rc=10 A k=15/A lmax=20 N=141561 memory=321 GB ops=7.56e+15
  Rc=10 A k=20/A lmax=26 N=234009 memory=876 GB ops=3.42e+16
cost exponent in energy from L1, k=5 to 20/A: 2.67
  local energy exponent for lmax=kR at k=5/A: 2.600
  local energy exponent for lmax=kR at k=20/A: 2.889
verified
```
